# Why relativity first enters the large-Z atomic energy at order Z²

## Electrons that do not repel each other

Put $Z$ electrons in the field of a point nucleus of charge $Ze$ and switch off their mutual repulsion. Gaussian units are used, with $a_0=\hbar^2/(me^2)$ and $E_h=e^2/a_0$ (one hartree). Shell $n$ holds $2n^2$ electrons of energy $-Z^2E_h/(2n^2)$, so every filled shell contributes the same energy, $-Z^2E_h$. If $N$ shells are filled, then

$$Z=\sum_{n=1}^{N}2n^2\approx\tfrac23N^3,\qquad N\approx(3Z/2)^{1/3},\qquad E\approx-NZ^2E_h\propto Z^{7/3}.$$

By the virial theorem the kinetic energy of an electron is minus its total energy, so its rms momentum is $p_n=Z\hbar/(na_0)$. Most electrons sit in shells with $n\sim Z^{1/3}$, where $p\sim Z^{2/3}\hbar/a_0$. The innermost have $p\sim Z\hbar/a_0$.

Relativity is measured by $\gamma=Ze^2/(\hbar c)=Z\alpha$. Holding $\gamma$ fixed while $Z$ grows means that $c$ grows like $Z$. This is a mathematical limit: at the physical $c$, $\gamma$ would pass 1, where the Dirac ground level of a point nucleus ceases to exist. Since $\hbar/(a_0mc)=\alpha=\gamma/Z$,

$$\frac{p_n}{mc}=\frac{\gamma}{n}.$$

The inner shells stay equally relativistic as $Z$ grows, while the typical electron has $p/(mc)\sim\gamma Z^{-1/3}$ and becomes nonrelativistic.

The energy shift can be computed shell by shell. With $k=j+\tfrac12$, the Dirac level without rest energy is

$$E_{nk}=\frac{Z^2E_h}{\gamma^2}\left[\left(1+\frac{\gamma^2}{\nu^2}\right)^{-1/2}-1\right],\qquad \nu=n-k+\sqrt{k^2-\gamma^2},$$

because $mc^2=Z^2E_h/\gamma^2$. For small $\gamma$, $\nu\approx n-\gamma^2/(2k)$, hence $1/\nu^2\approx1/n^2+\gamma^2/(kn^3)$. Expanding the bracket as $-\gamma^2/(2\nu^2)+3\gamma^4/(8\nu^4)$ gives

$$\frac{E_{nk}}{Z^2E_h}\approx-\frac1{2n^2}-\frac{\gamma^2}{2kn^3}+\frac{3\gamma^2}{8n^4}.$$

The number of states is $g_{nk}=4k$ for $k<n$ (two values of $l$, each with $2j+1=2k$ states) and $g_{nn}=2n$. Thus $\sum_kg_{nk}=2n^2$ and $\sum_kg_{nk}/k=4(n-1)+2=4n-2$. The shift of a full shell is

$$\frac{\Delta E_n}{Z^2E_h}=-\gamma^2\,\frac{4n-2}{2n^3}+\frac{3\gamma^2}{8n^4}\,2n^2=-\gamma^2\left(\frac{5}{4n^2}-\frac1{n^3}\right).$$

The sum over shells converges. For $N$ filled shells, with $\sum_{n>N}n^{-2}\approx1/N$,

$$\frac{\Delta E}{Z^2E_h}\approx-\gamma^2\left(\frac{5\pi^2}{24}-\zeta(3)\right)+\frac{5\gamma^2}{4N}.$$

The first term is of order $Z^2$ and comes from inner shells. The second, with $N\sim Z^{1/3}$, is of order $Z^{5/3}$ and counts the outer shells that are missing from the infinite sum. Nothing appears at order $Z^{7/3}$.

## The estimate for a real, screened atom

In a neutral atom with repulsion the bulk of the electrons lies at $r\sim a_0Z^{-1/3}$, where the potential energy is of order $Ze^2/r\sim Z^{4/3}E_h$. Equating this to $p^2/2m$ gives $p\sim Z^{2/3}\hbar/a_0$ again. The kinetic energy is $Z\cdot Z^{4/3}=Z^{7/3}$, and its relativistic correction is smaller by $p^2/(mc)^2\sim\gamma^2Z^{-2/3}$:

$$\Delta E_{\rm bulk}\sim\gamma^2Z^{7/3-2/3}E_h=\gamma^2Z^{5/3}E_h.$$

At $r\sim a_0/Z$ there is a number of electrons independent of $Z$, each with energy of order $Z^2E_h$ and $p/(mc)\sim\gamma$. They give $\Delta E_{\rm core}\sim\gamma^2Z^2E_h$, which is larger. The $Z^2$ term is therefore changed by the core, not by the bulk electrons.

## Thomas-Fermi momenta

Write the potential energy of an electron as $V=-Ze^2\varphi/r$. In a neutral Thomas-Fermi (TF) atom the highest filled energy is zero, so

$$\frac{p_F^2}{2m}=\frac{Ze^2\varphi}{r},\qquad n=\frac{p_F^3}{3\pi^2\hbar^3}.$$

The electrostatic potential $Ze\varphi/r$ obeys Poisson's equation with charge density $-en$, so for $r>0$

$$\frac{Ze}{r}\frac{d^2\varphi}{dr^2}=4\pi e\,n
\quad\Rightarrow\quad
\frac{d^2\varphi}{dr^2}=\frac{8\sqrt2}{3\pi}\,\frac{Z^{1/2}}{a_0^{3/2}}\,\frac{\varphi^{3/2}}{\sqrt r}.$$

Setting $r=bx$ multiplies the right side by $b^{3/2}$. The coefficient becomes 1 if

$$b=\beta a_0Z^{-1/3},\qquad\beta=\tfrac12\left(\tfrac{3\pi}{4}\right)^{2/3}=0.88534,$$

and then $\varphi''=\varphi^{3/2}/\sqrt x$ with $\varphi(0)=1$, $\varphi(\infty)=0$, free of $Z$. Consequently

$$p_F=Z^{2/3}\,\frac{\hbar}{a_0}\sqrt{\frac{2\varphi(x)}{\beta x}},$$

and the number of electrons in $dx$ is $4\pi r^2n\,dr=Z\sqrt x\,\varphi^{3/2}dx$. The distribution of $p/Z^{2/3}$ is thus the same for all $Z$ in this model.

The energy follows from its derivative with respect to $Z$. The electron number changes along with $Z$, but this costs nothing because the chemical potential is zero. What remains is the attraction, $dE/dZ=-e^2\int n\,d^3r/r$. Near the nucleus $V=-Ze^2/r-Ze^2\varphi'(0)/b+\dots$, and the constant is the repulsion energy $e^2\int n\,d^3r/r$. Hence

$$\frac{dE_{\rm TF}}{dZ}=\frac{Ze^2\varphi'(0)}{b}=\frac{\varphi'(0)}{\beta}Z^{4/3}E_h,\qquad
E_{\rm TF}=\frac{3\varphi'(0)}{7\beta}Z^{7/3}E_h=-0.76874\,Z^{7/3}E_h,$$

with $\varphi'(0)=-1.588071$ from the numerical solution. Stretching the density uniformly by $r\to r/\lambda$ multiplies the kinetic energy $K$ by $\lambda^2$ and the Coulomb energy $U$ by $\lambda$. Stationarity at $\lambda=1$ gives $2K+U=0$, so $K=-E_{\rm TF}$. The rms momentum is then

$$p_{\rm rms}=\sqrt{2mK/Z}=\sqrt{2(0.76874)}\;Z^{2/3}\hbar/a_0=1.240\,Z^{2/3}\hbar/a_0 .$$

The median is lower, $0.398\,Z^{2/3}\hbar/a_0$, because the distribution has a long tail. For large $p$ the condition $p_F>p$ is met inside $R(p)=2mZe^2/p^2$, where $\varphi\approx1$. The number of electrons above $P$ is

$$\frac{2}{(2\pi\hbar)^3}\int_P^\infty4\pi p^2\,\frac{4\pi}{3}R(p)^3\,dp=\frac{32}{9\pi}\left(\frac{Z\hbar}{a_0P}\right)^3 .$$

For $P=mc$ this is $32\gamma^3/(9\pi)$, independent of $Z$. TF theory is not quantitative at $r\sim a_0/Z$, so this number is only a rough guide, and only when $\gamma$ is not small. For small $\gamma$ it is far too large: the squared momentum amplitude of a Coulomb $s$ orbital falls as $p^{-8}$, so the number of electrons above $mc$ goes as $\gamma^5$, not $\gamma^3$.

## Where the bulk correction breaks down

For $p\ll mc$ the kinetic energy is $p^2/2m-p^4/(8m^3c^2)$. The Fermi sphere contributes $\frac{2}{(2\pi\hbar)^3}\int_0^{p_F}4\pi p^6dp=p_F^7/(7\pi^2\hbar^3)$, so

$$\Delta E=-\frac{1}{56\pi^2\hbar^3m^3c^2}\int p_F^7\,d^3r .$$

The other first-order Dirac terms do not enter at order $Z^{5/3}$. Spin-orbit coupling averages to zero over filled spin pairs. The Darwin term of the electron cloud is smaller by $(\hbar/pr)^2\sim Z^{-2/3}$, up to a factor $\ln Z$. The Darwin term at the nucleus belongs to the core: it is the $+\gamma^2/n^3$ part of the shell shift above, and screening, which lowers the electron density at the nucleus, reduces it at order $\gamma^2Z^{4/3}E_h$.

Near the nucleus $p_F^7r^2\propto r^{-3/2}$, and the integral diverges at small $r$. Cut off at $a_0/Z$, it gives $Z^{7/2}\cdot Z^{1/2}/c^2\propto\gamma^2Z^2$, the core estimate again. The coefficient needs quantum mechanics.

## The coefficient of Z²

At $r\sim a_0/Z$ screening adds to $-Ze^2/r$ a constant of order $Z^{4/3}E_h$. It moves Dirac and Schrödinger levels equally and drops out of their difference. To leading order the core shift is therefore that of bare Coulomb shells:

$$C(\gamma)=\sum_{n=1}^\infty\sum_{k=1}^n g_{nk}\left[\frac{E_{nk}}{Z^2E_h}+\frac1{2n^2}\right].$$

Here $\gamma$ need not be small. Since $k-\sqrt{k^2-\gamma^2}=\gamma^2/(2k)+O(\gamma^4/k^3)$, the higher powers of $\gamma$ change a shell's shift only at order $1/n^3$. The tail remains $-5\gamma^2/(4n^2)$ and the sum converges.

$C$ is negative. For $k=n$, $\nu^2=n^2-\gamma^2$ and the level is $\gamma^{-2}[\sqrt{1-\gamma^2/n^2}-1]<-1/(2n^2)$. Smaller $k$ gives smaller $\nu$ and a still lower level.

The nonrelativistic $Z^2$ term also comes from the core. Fill Coulomb shells up to the energy $-Z^2E_h/(2\nu_0^2)$ and measure energies from there. With $N$ full shells, $M=N+\frac12$ and $\sum2n^2=(2M^3-M/2)/3$, the sum is

$$\frac{E}{Z^2E_h}=-\left(M-\tfrac12\right)+\frac{1}{2\nu_0^2}\,\frac{2M^3-M/2}{3}.$$

Put $M=\nu_0-t$ with $|t|\le\frac12$. For large $\nu_0$ the second term is $\nu_0/3-t$, so the total is $-\frac23\nu_0+\frac12$. The semiclassical sum, with $2\nu^2d\nu$ states in $d\nu$, is $-\nu_0+\nu_0/3=-\frac23\nu_0$. The quantum excess is $+\frac12Z^2E_h$, and by the same core argument it carries over to the screened atom.

## The bulk remainder

Infinitely many Coulomb shells correspond semiclassically to $\varphi=1$ everywhere. The real atom differs from this reference at $x\sim1$, where semiclassics is good. So the $p_F^7$ formula may be used for the difference, with $\varphi^{7/2}$ replaced by $\varphi^{7/2}-1$. Using $p_F^7=(\hbar/a_0)^7(2Z\varphi a_0/r)^{7/2}$ and $\hbar^4/(a_0^4m^3c^2)=E_h^2/(mc^2)=\gamma^2E_h/Z^2$,

$$\Delta E_{\rm rest}=-\frac{4\pi}{56\pi^2}\,\frac{\gamma^2}{Z^2}\,(2Z)^{7/2}\,\frac{Z^{1/6}}{\sqrt\beta}\,I\,E_h=D\gamma^2Z^{5/3}E_h,$$

$$I=\int_0^\infty\frac{\varphi^{7/2}-1}{x^{3/2}}dx=7\int_0^\infty\frac{\varphi^{5/2}\varphi'}{\sqrt x}\,dx,\qquad D=-\frac{2^{7/2}}{14\pi\sqrt\beta}\,I=2.075 .$$

The integration by parts has no boundary terms, since $(\varphi^{7/2}-1)/\sqrt x$ vanishes at both ends. $D$ is positive because $\varphi'<0$.

These are shifts of orbital energies in a fixed potential. They give the mean-field energy shift because the functional

$$F[v]=\sum_{\varepsilon_i<0}\varepsilon_i[v]-\frac1{8\pi e^2}\int|\nabla v|^2d^3r$$

is stationary at the true repulsion potential $v$: its variation is $n+\nabla^2v/(4\pi e^2)=0$, which is Poisson's equation. Relaxation enters in second order. About one rearranged charge at $a_0/Z$ costs of order $ZE_h$. Shells farther out can add a factor $\ln Z$, which still leaves the cost far below $Z^2E_h$. The same estimate holds for the magnetic interaction of the electrons, and the radiative shift $\alpha(Z\alpha)^4mc^2=\gamma^3ZE_h$ is also of order $Z$. Exchange starts at $Z^{5/3}$. The levels in $C$ are those of the Dirac operator with the nuclear field included, so the result refers to electrons confined to the positive-energy states of that operator. Projecting on free-particle positive-energy states instead gives lower core levels and a different $Z^2$ coefficient. Hence, for the no-pair Dirac atom in the first sense, with a point nucleus and fixed $\gamma<1$,

$$\frac{E}{E_h}=-0.76874\,Z^{7/3}+\left[\tfrac12+C(\gamma)\right]Z^2+O(Z^{5/3}).$$

The argument is asymptotic and heuristic at the matching of core and bulk, so a numerical comparison is needed.

## Comparison with screened Dirac orbitals

The radial Dirac equation was solved in the TF potential and all negative orbital energies were summed. Subtracting the same sum for very large $c$ gives the direct shift. The prediction is $C+D\gamma^2Z^{-1/3}$. At $\gamma=0.46703$, where $C=-0.20168$, the shifts divided by $Z^2E_h$ are:

| $Z$ | direct | predicted |
|---|---|---|
| 64 | −0.1091 | −0.0885 |
| 512 | −0.1503 | −0.1451 |
| 4096 | −0.1747 | −0.1734 |

The discrepancy falls by about four for each eightfold increase of $Z$. This suggests a next term of order $Z^{4/3}$ in the energy, which is not derived here; the screening change of the Darwin term at the nucleus has this order and sign. At $\gamma=0.7$ and $Z=4096$ the direct value is −0.4541 and the prediction −0.4522.

The quantity $\sqrt{2mK/Z}$, with $K$ the summed kinetic energy of the bound nonrelativistic orbitals, divided by $Z^{2/3}\hbar/a_0$, is 1.126, 1.189 and 1.215 for the three $Z$, rising towards the TF value 1.240. It is not exactly the rms momentum of these orbitals, because the number of electrons bound in the TF potential differs from $Z$ (it is 56 for $Z=64$).

## Numbers for Z = 64

Take $Z=64$, so that $Z^{1/3}=4$, with the physical $\alpha$; then $\gamma=0.46703$ as in the table. The TF rms momentum is $1.240\times16=19.8\,\hbar/a_0$ and, relative to $mc$,

$$\frac{p_{\rm rms}}{mc}=\frac{1.240\times0.46703}{4}=0.145 .$$

The TF median momentum is $6.4\,\hbar/a_0$. The TF number of electrons with $p>mc$ is 0.107, near its limit 0.115. The energy terms are

- TF: $-0.76874\times64^{7/3}=-12595$ hartree ($-342.7$ keV);
- nonrelativistic $Z^2$ term: $\tfrac12\times4096=2048$ hartree;
- relativistic $Z^2$ term: $-0.20168\times4096=-826$ hartree ($-22.5$ keV);
- bulk remainder: $2.075\times0.46703^2\times1024=463$ hartree.

The two relativistic terms add to $-363$ hartree, while the direct shift is $-447$ hartree. The $Z^2$ term alone is too large in magnitude by 85% of the direct value. The sum for $C$ converges slowly: the $n=1$ shell supplies a fraction 0.305 of it and the first ten shells 0.875. Missing outer shells are only part of the correction. For bare shells the tail $5\gamma^2/(4N)$ with $N=(3Z/2)^{1/3}$ gives $1.09\,\gamma^2Z^{5/3}E_h$, about half of $D\gamma^2Z^{5/3}E_h$; the rest of $D$ is the effect of screening. The order of the terms in $Z$ is settled by the limit; at $Z=64$ the relativistic $Z^{5/3}$ term $D\gamma^2Z^{5/3}E_h$ is still more than half as large as the relativistic $Z^2$ term.

## Numbers as computed

```
TF slope phi'(0) = -1.588071 (dimensionless)
TF length b*Z^(1/3) = 0.88534 a0
TF energy / Z^(7/3) = -0.76874 hartree
TF kinetic energy / Z^(7/3) = 0.76874 hartree
TF rms momentum / Z^(2/3) = 1.2400 hbar/a0
TF median momentum / Z^(2/3) = 0.3983 hbar/a0
small-gamma limit of C/gamma^2 = -0.85411
bulk coefficient D = 2.0750 hartree
largest relative error of Coulomb test levels = 3.6e-05
Example: Z = 64, gamma = Z*alpha = 0.46703
C(gamma) = -0.20168 (units of Z^2 hartree)
share of C from shell n=1 = 0.305
share of C from shells n=1..10 = 0.875
rms momentum = 19.84 hbar/a0
median momentum = 6.37 hbar/a0
rms momentum / (m c) = 0.1448
TF energy = -12595.1 hartree = -342.73 keV
nonrelativistic Z^2 term = 2048.0 hartree
relativistic Z^2 term = -826.1 hartree = -22.48 keV
bulk Z^(5/3) term = 463.5 hartree
direct Dirac shift in TF potential = -446.8 hartree
limit of number with p > mc = 0.1153 electrons
Series at the same gamma:
Z=64: rms p/Z^(2/3), quantum 1.1267, predicted 1.1347 hbar/a0
Z=64: shift/Z^2, direct -0.10907, predicted -0.08853 hartree
Z=64: TF number with p > mc = 0.1069 electrons
Z=64: orbital sum/Z^(7/3), nonrel -0.39028, rel -0.41755 hartree
Z=512: rms p/Z^(2/3), quantum 1.1896, predicted 1.1885 hbar/a0
Z=512: shift/Z^2, direct -0.15027, predicted -0.14510 hartree
Z=512: TF number with p > mc = 0.1129 electrons
Z=512: orbital sum/Z^(7/3), nonrel -0.45083, rel -0.46962 hartree
Z=4096: rms p/Z^(2/3), quantum 1.2154, predicted 1.2145 hbar/a0
Z=4096: shift/Z^2, direct -0.17468, predicted -0.17339 hartree
Z=4096: TF number with p > mc = 0.1147 electrons
Z=4096: orbital sum/Z^(7/3), nonrel -0.48154, rel -0.49246 hartree
TF limit of orbital sum/Z^(7/3) = -0.51250 hartree
gamma=0.7: C = -0.51572 (units of Z^2 hartree)
gamma=0.7, Z=4096: shift/Z^2, direct -0.45411, predicted -0.45217 hartree
```
